# Dispersion Energy of Guest Atoms in a Dielectric with Local-Field Factors

Two isotropic atoms A and B, at a distance $r$ in a homogeneous host, have a dispersion energy whose form is largely fixed by linear response, dimensions and symmetry. In units with $4\pi\epsilon_0=1$ a polarizability is a volume, so that $\alpha_A\alpha_B/r^6$ is a pure number. With $\hbar=1$, an integral over frequency turns such a number into an energy. Dimensions alone do not say that one frequency is enough; the zero-point energy of a linear system, used below, supplies a single integral with every response taken at the same imaginary frequency $i\xi$. To first order in each polarizability, therefore,

$$U=-\frac1{r^6}\int_0^\infty d\xi\,\alpha_A(i\xi)\alpha_B(i\xi)\,\Phi\!\left(\epsilon(i\xi),\frac{\xi r}{c}\right),$$

provided that no other length matters. Isotropy leaves no angles in $\Phi$. What remains is to find this function: how a dipole's field is changed by the medium, and how it leaves one atom's site and enters the other's.

The host is taken to be isotropic, nonmagnetic, linear and local, at zero temperature; $\epsilon$ is its relative permittivity. Each guest sits at the centre of an empty sphere of radius $R$, which is the real-cavity model. For $R$ to drop out we need $R\ll r$, $\sqrt\epsilon\,\xi R/c\ll1$ at the frequencies that contribute, and $\alpha/R^3\ll1$. Hartree atomic units are used, with $c=137.036$.

The energy formula follows from the zero-point energy of a linear system. Represent the host and the electromagnetic field by harmonic coordinates, a continuum of them if the host absorbs. To the order needed here a guest enters through the two-time correlation of its dipole, which its polarizability determines, so it too may be replaced by oscillators. With mass-scaled coordinates, chosen so that the couplings are bilinear in them, the potential energy is $\tfrac12x^{\mathsf T}Mx$, and the zero-point energy is half the sum of the square roots of the eigenvalues of $M$. For positive $a$ and $b$,

$$\int_0^\infty d\xi\,\ln\frac{a^2+\xi^2}{b^2+\xi^2}=\pi(a-b),$$

because both sides vanish at $a=b$ and the derivative of the left side with respect to $a$ is $\int_0^\infty 2a\,d\xi/(a^2+\xi^2)=\pi$. Changes of zero-point energy are therefore $(1/2\pi)\int_0^\infty d\xi$ times changes of $\ln\det(M+\xi^2)$.

Eliminating the host and field coordinates from this determinant leaves, apart from factors that do not depend on the couplings, the determinant of

$$S=\begin{pmatrix}\alpha_A^{-1}-W_{AA}&-W\\-W^{\mathsf T}&\alpha_B^{-1}-W_{BB}\end{pmatrix}.$$

Here $W$ is the $3\times3$ matrix that gives the field at one guest due to a unit dipole at the other, and $W_{AA}$ gives the field that the surroundings return to guest A. We define $U$ as the part of the energy that needs both guests: the energy with both, minus those with A alone and B alone, plus that with neither, the two holes being present throughout. The diagonal blocks then cancel. With $\tilde\alpha_A=(\alpha_A^{-1}-W_{AA})^{-1}$, and likewise for B,

$$U=\frac1{2\pi}\int_0^\infty d\xi\,\ln\det\left(1-\tilde\alpha_AW\tilde\alpha_BW^{\mathsf T}\right).$$

For weak coupling $\ln\det(1-X)\simeq-\operatorname{Tr}X$ and $\tilde\alpha\simeq\alpha$. By symmetry about the line of centres $W$ is diagonal, hence

$$U=-\frac1{2\pi}\int_0^\infty d\xi\,\alpha_A\alpha_B\operatorname{Tr}W^2 .$$

We first need the field of a point dipole $\mathbf d$ in the medium without a hole. Let all fields vary as $e^{\xi t}$ and put $\kappa=\xi/c$. Maxwell's equations become

$$\nabla\times\mathbf E=-\kappa\mathbf H,\qquad \nabla\times\mathbf H=\epsilon\kappa\mathbf E+4\pi\kappa\,\mathbf d\,\delta(\mathbf r).$$

The divergence of the second gives $\epsilon\nabla\cdot\mathbf E=-4\pi\,\mathbf d\cdot\nabla\delta$. Taking the curl of the first and using $\nabla\times\nabla\times\mathbf E=\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E$,

$$(-\nabla^2+\epsilon\kappa^2)\mathbf E=\frac{4\pi}{\epsilon}\left[\nabla(\mathbf d\cdot\nabla)-\epsilon\kappa^2\mathbf d\right]\delta(\mathbf r).$$

With $n=\sqrt\epsilon$, $k=n\kappa$ and $g=e^{-kr}/r$, which satisfies $(-\nabla^2+k^2)g=4\pi\delta$, the solution away from the source is

$$\mathbf E=T\mathbf d,\qquad T=\frac1\epsilon(\nabla\nabla-k^2)g .$$

The second derivatives of $g$ are $g''$ along $\mathbf r$ and $g'/r$ across it, where

$$g'=-\frac{(1+kr)e^{-kr}}{r^2},\qquad g''=\frac{(2+2kr+k^2r^2)e^{-kr}}{r^3}.$$

Let $x=kr=n\xi r/c$. Subtracting $k^2g=x^2e^{-x}/r^3$ gives the eigenvalues of $T$,

$$T_\parallel=\frac{2(1+x)e^{-x}}{\epsilon r^3},\qquad T_\perp=-\frac{(1+x+x^2)e^{-x}}{\epsilon r^3},$$

the second occurring twice. The sum of squares contains

$$4(1+x)^2+2(1+x+x^2)^2=(4+8x+4x^2)+(2+4x+6x^2+4x^3+2x^4),$$

and therefore

$$\operatorname{Tr}T^2=\frac{2e^{-2x}P(x)}{\epsilon^2r^6},\qquad P(x)=3+6x+5x^2+2x^3+x^4 .$$

The factor $\epsilon^{-2}$ is the square of the screening of one dipole field: the energy involves the field from A to B and back.

Now put the dipole at the centre of its hole. From the first Maxwell equation, $\mathbf H=\kappa\nabla g\times\mathbf d$ in the uniform medium, so for $\mathbf d$ along $z$ we have $H_\varphi=\kappa\sin\theta\,d\,(1+kr)e^{-kr}/r^2$. Its amplitude is $d$, without a factor of $\epsilon$, which makes $H_\varphi$ convenient for matching. Write $H_\varphi=\kappa\sin\theta\,h(r)$. The second Maxwell equation then gives $E_\theta=-\sin\theta\,(rh)'/(\epsilon r)$, with $\epsilon=1$ inside the hole. Both tangential fields are continuous at $R$. For a small hole, $h=d/r^2+br$ inside and $h=D/r^2$ outside, where $D$ is the apparent dipole seen in the medium. The two conditions are

$$d+bR^3=D,\qquad -d+2bR^3=-\frac D\epsilon .$$

Inserting $bR^3=D-d$ in the second gives $2D-3d=-D/\epsilon$, so that

$$D=F\,d,\qquad F=\frac{3\epsilon}{2\epsilon+1}.$$

The term $br$ belongs to a uniform field $2b$ along $z$. This is the reaction field of the polarized wall,

$$2b=f\,d,\qquad f=\frac{2(\epsilon-1)}{(2\epsilon+1)R^3}.$$

For reception, let a locally uniform field $E_0$ reach the hole. It has $h=\epsilon E_0r/2$ in the medium, to which the hole adds $C/r^2$; inside, $h=E_1r/2$. Continuity gives

$$\frac{\epsilon E_0}{2}+\frac C{R^3}=\frac{E_1}{2},\qquad E_0-\frac{C}{\epsilon R^3}=E_1 .$$

Eliminating $C/R^3=(E_1-\epsilon E_0)/2$ leaves $\tfrac32E_0=E_1(1+1/2\epsilon)$, or $E_1=FE_0$. Emission and reception carry the same factor, as reciprocity requires. Furthermore $C=\alpha_{\rm h}E_0$ with

$$\alpha_{\rm h}=\epsilon R^3\frac{1-\epsilon}{2\epsilon+1},$$

the polarizability of the empty hole, negative for $\epsilon>1$.

The size of the hole first matters at order $p^2$, where $p=\kappa R$. To that order the vacuum dipole wave and its derivative acquire the factors $1-p^2/2$ and $1+p^2/2$; in the medium $p^2$ becomes $\epsilon p^2$. The regular wave and its derivative acquire $1+p^2/10$ and $1+p^2/5$. With $\mathcal A=D/d$ and $\beta=bR^3/d$,

$$1-\frac{p^2}2+\beta\left(1+\frac{p^2}{10}\right)=\mathcal A\left(1-\frac{\epsilon p^2}2\right),$$

$$-1-\frac{p^2}2+2\beta\left(1+\frac{p^2}5\right)=-\frac{\mathcal A}\epsilon\left(1+\frac{\epsilon p^2}2\right).$$

Multiply the first by $2(1+p^2/10)$ and subtract the second. To order $p^2$ the unknown $\beta$ disappears, leaving $3-\tfrac3{10}p^2=\mathcal A[(2\epsilon+1)/\epsilon+(\tfrac7{10}-\epsilon)p^2]$, and so

$$\mathcal A=F\left[1+\frac{(\epsilon-1)(10\epsilon+1)}{10(2\epsilon+1)}\,p^2\right].$$

For small holes the field made by one guest at the other is thus $W=F^2T$, one factor for leaving and one for entering. Squaring it gives $\operatorname{Tr}W^2=F^4\operatorname{Tr}T^2$, and the energy is

$$U=-\frac1{\pi r^6}\int_0^\infty d\xi\,\alpha_A\alpha_B\,\frac1{\epsilon^2}\left(\frac{3\epsilon}{2\epsilon+1}\right)^4e^{-2x}P(x),\qquad x=\frac{\sqrt\epsilon\,\xi r}{c}.$$

Relative to vacuum the integrand is scaled by $\epsilon^{-2}[3\epsilon/(2\epsilon+1)]^4$, but in addition the argument $\xi r/c$ becomes $\sqrt\epsilon\,\xi r/c$. The scaling is the whole change when retardation is negligible. It acts at each imaginary frequency, so even then it is not a common factor of the energy unless $\epsilon$ is constant over the range that contributes.

When $x\ll1$ at all contributing frequencies, $e^{-2x}P(x)\to3$ and $U=-C_6/r^6$, with

$$C_6=\frac3\pi\int_0^\infty d\xi\,\alpha_A\alpha_B\,\frac{F^4}{\epsilon^2}.$$

At very large $r$ the exponential restricts $\xi$ to values so low that $\alpha$ and $\epsilon$ take their static values. Then $d\xi=c\,dx/(nr)$, and from $\int_0^\infty x^me^{-2x}dx=m!/2^{m+1}$,

$$\int_0^\infty e^{-2x}P(x)\,dx=\frac32+\frac32+\frac54+\frac34+\frac34=\frac{23}4 .$$

The long-distance energy is therefore

$$U=-\frac{23\,c\,\alpha_A(0)\alpha_B(0)}{4\pi r^7}\,\frac{F(0)^4}{\epsilon(0)^{5/2}} .$$

The extra $\epsilon^{-1/2}$ arises because light is slower in the medium, so that retardation cuts off the frequencies sooner.

Other local-field models change the factor $F$. Without any correction, $F=1$ and the scale is $\epsilon^{-2}$. Onsager's model keeps the real cavity and also the reaction field. The guest's dipole obeys $d=\alpha(FE_0+fd)$, so $d=\alpha FE_0/(1-f\alpha)$, while the moment seen outside is $Fd$. Each guest then contributes

$$\frac{F^2\alpha}{1-f\alpha},$$

with one denominator, not two: the reaction field alters the dipole's response, and emission adds no second enhancement. The denominator goes beyond first order in $\alpha$ and holds for a harmonic guest; for a real atom the nonlinear response to the fluctuating field in the cavity enters at the same order and can be larger than the reaction-field term.

The virtual-cavity model uses the Lorentz factor $L=(\epsilon+2)/3$ in place of $F$. We derive it for a guest that replaces one atom of a cubic lattice and differs little from it in polarizability. Let the host atoms have polarizability $\alpha_{\rm s}$ and cell volume $v$, and let $s=4\pi\alpha_{\rm s}/(3v)$. In a long electrostatic wave of dipoles $p$, the field at a site is the macroscopic field plus the Lorentz field $4\pi p/(3v)$. The macroscopic field is $0$ for transverse and $-4\pi p/v$ for longitudinal polarization, so the site field is $\tau p$ with $\tau_t=4\pi/(3v)$ and $\tau_l=-8\pi/(3v)$. If extra dipoles $\delta$ are imposed, the total is $p=\delta+\alpha_{\rm s}\tau p$, and the site field is $w\delta$ with $w=\tau/(1-\alpha_{\rm s}\tau)$. Its directional part is

$$w_l-w_t=-\frac{4\pi}{3v}\left[\frac2{1+2s}+\frac1{1-s}\right]=-\frac{4\pi}{v}\,\frac1{(1-s)(1+2s)} .$$

Without the host this difference is $-4\pi/v$. Since the directional part produces the distant dipole field, the host multiplies that field by $1/[(1-s)(1+2s)]$. The Clausius–Mossotti relation $(\epsilon-1)/(\epsilon+2)=s$ gives $\epsilon=(1+2s)/(1-s)$ and $L=1/(1-s)$, so the multiplier is $L^2/\epsilon$, as claimed. The imposed dipole is the guest's excess over the host atom it replaces; in this model $\alpha$ therefore means $\alpha_{\rm guest}-\alpha_{\rm s}$, the energy is counted from the perfect crystal, and the excess must be small enough that the field the lattice returns to it can be neglected. A weak guest counted from an emptied site, with its own $\alpha$, does not feel $L$: in a simple cubic lattice of point dipoles with $\epsilon=3$ its factor is about $1.44$, between $F=1.29$ and $L=1.67$. A weak guest at the centre of a cubic cell does feel $L$ with its own $\alpha$, because the Lorentz field is the same at that point of cubic symmetry. Using $L^2T$ with the retarded $T$ further assumes that the lattice spacing is small compared with the wavelength.

The two pictures meet when a guest fills its hole as the host would, $\alpha/R^3=(\epsilon-1)/(\epsilon+2)$. Then

$$1-f\alpha=\frac{(2\epsilon+1)(\epsilon+2)-2(\epsilon-1)^2}{(2\epsilon+1)(\epsilon+2)}=\frac{9\epsilon}{(2\epsilon+1)(\epsilon+2)},$$

and the field acting on the guest is $F/(1-f\alpha)=L$ times $E_0$. Its outside moment per unit field is $FL\alpha=\epsilon R^3(\epsilon-1)/(2\epsilon+1)=-\alpha_{\rm h}$, which cancels that of the hole: in a locally uniform field such a guest cannot be told from the host. The cancellation concerns the dipole response only; a point dipole does not cancel the hole's quadrupole and higher responses to a non-uniform field.

The integrand scales compare as follows.

| $\epsilon$ | none | real | virtual |
|---:|---:|---:|---:|
| 1.5 | 0.444 | 0.712 | 0.823 |
| 2 | 0.250 | 0.518 | 0.790 |
| 4 | 0.063 | 0.198 | 1.000 |
| 10 | 0.010 | 0.042 | 2.560 |

The square root of the real-cavity scale, $9\epsilon/(2\epsilon+1)^2$, has derivative $9(1-2\epsilon)/(2\epsilon+1)^3$ and falls throughout $\epsilon>1$. That of the virtual-cavity scale, $(\epsilon+2)^2/(9\epsilon)$, has derivative $(1-4/\epsilon^2)/9$. It is smallest at $\epsilon=2$ and returns to 1 when $\epsilon^2-5\epsilon+4=0$, at $\epsilon=4$. With $\eta=\epsilon-1$ the two roots expand as $1-\eta/3+O(\eta^3)$ and $1-\eta/3+4\eta^2/9+O(\eta^3)$. The models agree to first order in a dilute host, and their scales differ by $8\eta^2/9$ at second order.

For a numerical example take two identical model guests and a host with one resonance,

$$\alpha(i\xi)=\frac{10}{1+(\xi/0.4)^2},\qquad \epsilon(i\xi)=1+\frac{2}{1+(\xi/0.5)^2},\qquad R=5,$$

all in atomic units. At $\xi=0$, $\epsilon=3$, $F=9/7=1.286$ and the scale is $F^4/9=0.304$. At $\xi=0.4$, $\epsilon=1+0.5/0.41=2.220$, $F=1.224$ and the scale is $0.456$; at $\xi=1$ it has risen to $0.761$. In vacuum $C_6=\tfrac34(10)^2(0.4)=30\,E_{\rm h}a_0^6$. Adaptive quadrature gives, in the same unit, $5.08$ without correction, $11.62$ for the real cavity, $12.32$ with the reaction field, and $24.94$ for the virtual cavity if the same $\alpha$ is read as an excess polarizability. The real-cavity ratio to vacuum, $0.387$, lies above the static scale because the host is less polarizable at higher $\xi$.

For these guests, taken as harmonic, the reaction field adds 6% to the real-cavity value. Its static strength is $f\alpha=0.571\times0.080=0.046$, which would give $1/(1-0.046)^2=1.10$; the effect on $C_6$ is smaller because both $f$ and $\alpha$ fall with $\xi$. The finite size of the hole matters far less: at $\xi=0.4$, $p=0.0146$, and $F$ changes by a relative $1.1\times10^{-4}$.

The holes themselves cannot be ignored in the total force. A filled hole has outside polarizability $\alpha_{\rm h}+F^2\alpha/(1-f\alpha)$. Putting this, divided by $\epsilon$, in place of $\alpha$ in the nonretarded vacuum formula and expanding the square gives a guest–guest part of $12.3$, guest–hole parts of $-186.1$ in all, and a hole–hole part of $730.6\,E_{\rm h}a_0^6$. The sum is $556.9$. These are the dipole terms; the higher multipoles of the holes add terms of relative order $(R/r)^2$ to the parts that involve a hole, and at $r=50\,a_0$ they raise the nonretarded sum to about $599$. The mixed part is repulsive since $\alpha_{\rm h}<0$. The real-cavity formula thus describes the energy that needs both guests, not the whole energy of moving the guests together with their cavities.

Retardation is shown by evaluating the full integral at several distances. The last two columns give $U/U_{\rm vac}$ for the real cavity, first correctly and then with $\sqrt\epsilon$ left out of $x$.

| $r/a_0$ | $-U_{\rm vac}r^6$ | $-Ur^6$ | ratio | $\sqrt\epsilon$ omitted |
|---:|---:|---:|---:|---:|
| 50 | 29.82 | 11.45 | 0.384 | 0.386 |
| 500 | 23.71 | 6.83 | 0.288 | 0.352 |
| 5000 | 4.89 | 0.876 | 0.179 | 0.306 |
| 50000 | 0.501 | 0.088 | 0.175 | 0.304 |

At $r=50\,a_0$ the energy is $-11.45/50^6=-7.33\times10^{-10}\,E_{\rm h}$, or $-1.99\times10^{-8}$ eV, and the scaling alone nearly suffices. At the largest distance the ratio has reached its limit $0.3036/\sqrt3=0.1753$, and leaving out $\sqrt\epsilon$ overestimates the energy by a factor $\sqrt3$. In this limit $-Ur^7$ is $4397\,E_{\rm h}a_0^7$, against $23(137.036)(10)^2/4\pi=25081\,E_{\rm h}a_0^7$ in vacuum. These are zero-temperature values. At finite temperature the integral becomes a sum over Matsubara frequencies; at 300 K, with the same $\alpha$ and $\epsilon$, the rows at $500$ and $5000\,a_0$ are unchanged, but at $50000\,a_0$ the ratio is $0.195$ and the overestimate is a factor $1.56$.

The derivation fails when $r$ is comparable with $R$ or with the spacing of the host atoms, since neither a separate hole nor a local $\epsilon$ then has a clear meaning. If a guest nearly fills its hole, the reaction field is no longer a small correction unless the host is dilute, and overlap with the neighbouring atoms lies outside all these dipole models. Choosing between $F$ and $L$ is therefore a statement about how the guest is accommodated in the host and about what $\alpha$ and the reference state mean. For $\epsilon>4$, when retardation is negligible, the scale multiplying $\alpha_A\alpha_B$ is below 1 with $F$ and above 1 with $L$; for a substitutional guest, where $\alpha$ is only the excess, a scale above 1 does not mean that the interaction exceeds that of the same two atoms in vacuum.

All numerical values are calculated from the stated model.
